**Translation of scaled regular solid harmonics with unit coefficients**

The program tests R_lm(a+b) = Σ_jk R_jk(a) R_{l−j,m−k}(b), where R_lm(r) = r^l P_l^m(cos θ) e^{imφ}/(l+m)!, l and m are degree and order, and P_l^m includes the Condon–Shortley phase. It asserts this identity for two pairs of vectors and all degrees up to 6, with both sides evaluated from Rodrigues' formula. It also asserts the generating function, the polynomial form, the conjugation rule, Laplace's equation (symbolically, up to degree 4) and the angular norm (by quadrature). A least-squares fit for l = 3, m = 1 treats the translation coefficients as unknown; it returns ones for R_lm and square roots of products of binomial coefficients for Racah-normalised functions. The output lists the eight products of this case, whose sum agrees with the direct value −3.9688 + 0.9922i bohr³. It also shows that the unweighted sum fails for Racah normalisation and for the phase convention R_{l,−m} = R_lm*. Finally, the shift formula for multipole moments is asserted for five random charges and shown for two opposite charges, whose Q_20 changes from 0 to −1 e bohr² when the origin moves by 0.5 bohr.

## Program and output

```python
"""Finite translation theorem for scaled regular solid harmonics.

Result under test:
    R_lm(a+b) = sum_{j,k} R_jk(a) R_{l-j,m-k}(b),  all coefficients one,
with R_lm(r) = r^l P_l^m(cos theta) exp(i m phi) / (l+m)!.
P_l^m follows Rodrigues' formula with the Condon-Shortley factor (-1)^m.
a, b: vectors in bohr; l, m: degree and order; j, k: degree and order
of the factor that depends on a. R_lm has the unit bohr^l.
Racah-normalised functions are S_lm = sqrt(4 pi/(2l+1)) r^l Y_lm.
"""
from math import comb, factorial, pi, sqrt
import numpy as np
from numpy.polynomial import Polynomial
import sympy as sp


def legendre_rodrigues(l, m, x):
    """Associated Legendre function for either sign of m."""
    poly = Polynomial([-1.0, 0.0, 1.0]) ** l
    derivative = poly.deriv(l + m) if l + m > 0 else poly
    sign = -1 if m % 2 else 1
    return (sign * (1 - x * x) ** (m / 2) * derivative(x)
            / (2 ** l * factorial(l)))


def solid_definition(l, m, v):
    """R_lm from its definition in spherical coordinates (off the z axis)."""
    r = np.linalg.norm(v)
    phi = np.arctan2(v[1], v[0])
    return (r ** l * legendre_rodrigues(l, m, v[2] / r)
            * np.exp(1j * m * phi) / factorial(l + m))


def solid_polynomial(l, m, plus, minus, z):
    """Multinomial form; plus = x+iy, minus = x-iy."""
    total = 0
    for q in range(max(0, -m), l + 1):
        p, s = q + m, l - m - 2 * q
        if s >= 0:
            total = total + ((-plus / 2) ** p * (minus / 2) ** q * z ** s
                             / (factorial(p) * factorial(q) * factorial(s)))
    return total


def solid(l, m, v):
    """Polynomial form at a numerical point, valid on the z axis too."""
    return solid_polynomial(l, m, complex(v[0], v[1]),
                            complex(v[0], -v[1]), float(v[2]))


def allowed(l, m):
    return [(j, k) for j in range(l + 1) for k in range(-j, j + 1)
            if abs(m - k) <= l - j]


def unit_sum(func, l, m, a, b):
    """Sum of products with every coefficient equal to one."""
    return sum(func(j, k, a) * func(l - j, m - k, b)
               for j, k in allowed(l, m))


L_MAX = 6
pairs = [(np.array([1.0, 0.5, 1.0]), np.array([1.0, -1.0, 2.0])),
         (np.array([0.7, -0.4, 0.3]), np.array([-1.5, 0.9, -0.8]))]

# Translation theorem, with both sides from the spherical definition.
worst_translation = 0.0
for a, b in pairs:
    size = np.linalg.norm(a) + np.linalg.norm(b)
    for l in range(L_MAX + 1):
        for m in range(-l, l + 1):
            error = abs(solid_definition(l, m, a + b)
                        - unit_sum(solid_definition, l, m, a, b))
            worst_translation = max(worst_translation,
                                    error * factorial(l) / size ** l)
assert worst_translation < 1e-10

# Generating function, polynomial form and conjugation symmetry.
worst_generating = worst_polynomial = 0.0
t = 0.8 * np.exp(0.6j)
for v in [w for pair in pairs for w in pair]:
    null = np.array([(1 / t - t) / 2, -1j * (t + 1 / t) / 2, 1.0])
    assert abs(null @ null) < 1e-13
    for l in range(L_MAX + 1):
        scale = np.linalg.norm(v) ** l / factorial(l)
        series = sum(solid_definition(l, m, v) * t ** m
                     for m in range(-l, l + 1))
        gap = abs(series - (null @ v) ** l / factorial(l))
        worst_generating = max(worst_generating, gap / scale)
        for m in range(-l, l + 1):
            value = solid_definition(l, m, v)
            worst_polynomial = max(worst_polynomial,
                                   abs(value - solid(l, m, v)) / scale)
            mirrored = (-1) ** abs(m) * np.conj(solid_definition(l, -m, v))
            assert abs(value - mirrored) < 1e-10 * scale
assert worst_generating < 1e-9
assert worst_polynomial < 1e-10

# Laplace's equation, symbolically.
x, y, z = sp.symbols("x y z", real=True)
for l in range(5):
    for m in range(-l, l + 1):
        f = sp.expand(solid_polynomial(l, m, x + sp.I * y, x - sp.I * y, z))
        assert sp.expand(sum(sp.diff(f, c, 2) for c in (x, y, z))) == 0

# Angular norm by quadrature; it fixes the link to Racah normalisation.
nodes, weights = np.polynomial.legendre.leggauss(12)
angular_norm = {}
for l in range(L_MAX + 1):
    for m in range(-l, l + 1):
        values = legendre_rodrigues(l, m, nodes) / factorial(l + m)
        angular_norm[l, m] = 2 * pi * np.sum(weights * values ** 2)
        formula = 4 * pi / ((2 * l + 1) * factorial(l + m)
                            * factorial(l - m))
        assert abs(angular_norm[l, m] / formula - 1) < 1e-8


def racah(l, m, v):
    """S_lm, normalised with the quadrature norm."""
    return (solid_definition(l, m, v)
            * sqrt(4 * pi / ((2 * l + 1) * angular_norm[l, m])))


# Unknown translation coefficients found by least squares.
l_ex, m_ex = 3, 1
terms = allowed(l_ex, m_ex)
rng = np.random.default_rng(7)
samples = rng.normal(size=(60, 2, 3))


def fitted_coefficients(func):
    matrix = np.array([[func(j, k, p) * func(l_ex - j, m_ex - k, q)
                        for j, k in terms] for p, q in samples])
    target = np.array([func(l_ex, m_ex, p + q) for p, q in samples])
    answer, _, rank, _ = np.linalg.lstsq(matrix, target, rcond=None)
    return answer, rank


fit_scaled, rank_scaled = fitted_coefficients(solid_definition)
fit_racah, rank_racah = fitted_coefficients(racah)
racah_formula = np.array([sqrt(comb(l_ex + m_ex, j + k)
                               * comb(l_ex - m_ex, j - k))
                          for j, k in terms])
assert rank_scaled == rank_racah == len(terms)
assert np.max(abs(fit_scaled - 1)) < 1e-8
assert np.max(abs(fit_racah - racah_formula)) < 1e-8


# A phase convention that spoils the unit coefficients.
def conjugate_convention(l, m, v):
    value = solid_definition(l, abs(m), v)
    return value if m >= 0 else np.conj(value)


# The opposite case: dropping (-1)^m for every m is harmless.
def no_phase_convention(l, m, v):
    return (-1) ** abs(m) * solid_definition(l, m, v)


a, b = pairs[0]
direct_20 = solid_definition(2, 0, a + b)
good_20 = unit_sum(solid_definition, 2, 0, a, b)
bad_20 = unit_sum(conjugate_convention, 2, 0, a, b)
assert abs(direct_20 - good_20) < 1e-12
assert abs(direct_20 - bad_20) > 0.1
assert abs(no_phase_convention(3, 1, a + b)
           - unit_sum(no_phase_convention, 3, 1, a, b)) < 1e-12

direct_31 = solid_definition(l_ex, m_ex, a + b)
sum_31 = unit_sum(solid_definition, l_ex, m_ex, a, b)
racah_direct = racah(l_ex, m_ex, a + b)
racah_unit = unit_sum(racah, l_ex, m_ex, a, b)
racah_weighted = sum(c * racah(j, k, a) * racah(l_ex - j, m_ex - k, b)
                     for c, (j, k) in zip(racah_formula, terms))
assert abs(racah_direct - racah_unit) > 0.1
assert abs(racah_direct - racah_weighted) < 1e-10


# Shift of multipole moments to a new origin.
def moment(l, m, charges, places, origin):
    return sum(q * solid(l, m, p - origin) for q, p in zip(charges, places))


def shifted_moment(l, m, charges, places, origin):
    return sum(solid(j, k, -origin)
               * moment(l - j, m - k, charges, places, np.zeros(3))
               for j, k in allowed(l, m))


test_charges = rng.normal(size=5)
test_places = rng.normal(size=(5, 3))
test_origin = np.array([0.4, -0.7, 0.9])
for l in range(5):
    for m in range(-l, l + 1):
        args = (l, m, test_charges, test_places, test_origin)
        assert abs(moment(*args) - shifted_moment(*args)) < 1e-10

charges = np.array([1.0, -1.0])
places = np.array([[0.0, 0.0, 1.0], [0.0, 0.0, -1.0]])
new_origin = np.array([0.0, 0.0, 0.5])
old_q00 = moment(0, 0, charges, places, np.zeros(3)).real
old_q10 = moment(1, 0, charges, places, np.zeros(3)).real
old_q20 = moment(2, 0, charges, places, np.zeros(3)).real
new_direct = moment(2, 0, charges, places, new_origin).real
new_shifted = shifted_moment(2, 0, charges, places, new_origin).real
assert abs(new_direct - new_shifted) < 1e-12

print("a (bohr):", a)
print("b (bohr):", b)
print("a+b (bohr):", a + b)
print(f"example l = {l_ex}, m = {m_ex}; number of terms = {len(terms)}")
print("j, k | R_jk(a) [bohr^j] | R_(l-j,m-k)(b) [bohr^(l-j)]"
      " | product [bohr^3] | Racah coefficient")
for (j, k), c in zip(terms, racah_formula):
    left = solid_definition(j, k, a)
    right = solid_definition(l_ex - j, m_ex - k, b)
    print(f"{j}, {k:2d} | {left:.5f} | {right:.5f}"
          f" | {left * right:.6f} | {c:.5f}")
print(f"sum of products (bohr^3): {sum_31:.6f}")
print(f"R_31(a+b) direct (bohr^3): {direct_31:.6f}")
print(f"S_31(a+b) direct (bohr^3): {racah_direct:.6f}")
print(f"S_31 sum with Racah coefficients (bohr^3): {racah_weighted:.6f}")
print(f"S_31 sum with unit coefficients (bohr^3): {racah_unit:.6f}")
print(f"R_20(a+b) direct (bohr^2): {direct_20.real:.6f}")
print(f"R_20 sum, phase used here (bohr^2): {good_20.real:.6f}")
print(f"R_20 sum, R_(l,-m)=conj(R_lm) (bohr^2): {bad_20.real:.6f}")
print("charges (e):", charges, " z positions (bohr):", places[:, 2])
print(f"new origin z (bohr): {new_origin[2]:.2f}")
print(f"old Q_00 (e): {old_q00:.4f}")
print(f"old Q_10 (e bohr): {old_q10:.4f}")
print(f"old Q_20 (e bohr^2): {old_q20:.4f}")
print(f"R_10(-c) (bohr): {solid(1, 0, -new_origin).real:.4f}")
print(f"R_20(-c) (bohr^2): {solid(2, 0, -new_origin).real:.4f}")
print(f"new Q_20 by translation (e bohr^2): {new_shifted:.4f}")
print(f"new Q_20 direct (e bohr^2): {new_direct:.4f}")
print(f"largest degree in translation test: {L_MAX}")
print(f"worst scaled translation error: {worst_translation:.1e}")
print(f"worst scaled generating-function error: {worst_generating:.1e}")
print("largest deviation of fitted coefficients from one: "
      f"{np.max(abs(fit_scaled - 1)):.1e}")
print("tests ok")
```

Printed output:

```
a (bohr): [1.  0.5 1. ]
b (bohr): [ 1. -1.  2.]
a+b (bohr): [ 2.  -0.5  3. ]
example l = 3, m = 1; number of terms = 8
j, k | R_jk(a) [bohr^j] | R_(l-j,m-k)(b) [bohr^(l-j)] | product [bohr^3] | Racah coefficient
0,  0 | 1.00000+0.00000j | -0.87500+0.87500j | -0.875000+0.875000j | 1.00000
1, -1 | 0.50000-0.25000j | 0.00000-0.25000j | -0.062500-0.125000j | 1.00000
1,  0 | 1.00000+0.00000j | -1.00000+1.00000j | -1.000000+1.000000j | 2.82843
1,  1 | -0.50000-0.25000j | 1.50000+0.00000j | -0.750000-0.375000j | 2.44949
2,  0 | 0.18750+0.00000j | -0.50000+0.50000j | -0.093750+0.093750j | 2.44949
2,  1 | -0.50000-0.25000j | 2.00000+0.00000j | -1.000000-0.500000j | 2.82843
2,  2 | 0.09375+0.12500j | 0.50000+0.50000j | -0.015625+0.109375j | 1.00000
3,  1 | -0.17187-0.08594j | 1.00000+0.00000j | -0.171875-0.085937j | 1.00000
sum of products (bohr^3): -3.968750+0.992187j
R_31(a+b) direct (bohr^3): -3.968750+0.992187j
S_31(a+b) direct (bohr^3): -27.496307+6.874077j
S_31 sum with Racah coefficients (bohr^3): -27.496307+6.874077j
S_31 sum with unit coefficients (bohr^3): -15.079694+5.787782j
R_20(a+b) direct (bohr^2): 3.437500
R_20 sum, phase used here (bohr^2): 3.437500
R_20 sum, R_(l,-m)=conj(R_lm) (bohr^2): 3.937500
charges (e): [ 1. -1.]  z positions (bohr): [ 1. -1.]
new origin z (bohr): 0.50
old Q_00 (e): 0.0000
old Q_10 (e bohr): 2.0000
old Q_20 (e bohr^2): 0.0000
R_10(-c) (bohr): -0.5000
R_20(-c) (bohr^2): 0.1250
new Q_20 by translation (e bohr^2): -1.0000
new Q_20 direct (e bohr^2): -1.0000
largest degree in translation test: 6
worst scaled translation error: 1.2e-15
worst scaled generating-function error: 1.2e-14
largest deviation of fitted coefficients from one: 2.3e-15
tests ok
```
